TM Mode and Field Jump in a Silicon Slot Waveguide

PROBLEM

Two flat silicon slabs, each h = 180 nm thick, are separated by an oxide slot 50 nm wide. The same oxide fills the space outside. The vacuum wavelength is λ = 1550 nm, and the refractive indices are n_s = 3.48 for silicon and n_o = 1.444 for oxide, rough room-temperature values.

Let x be normal to the layers and z the direction of travel, with nothing varying along y. The materials are lossless, isotropic and nonmagnetic, and the walls are abrupt. A transverse magnetic (TM) mode has the components H_y, E_x and E_z.

(a) Find how E_x changes across a wall between silicon and oxide.
(b) Derive the condition for the fundamental TM mode, find its effective index, and count the guided TM modes.
(c) For a power of 1 mW per µm of width, find the fields at the slot wall and the share of power in the slot.
(d) Verify the answer to (a) by a calculation that does not assume it.
(e) Estimate what the model leaves out.

HINTS

1. Write E_x and E_z in terms of H_y. Which two quantities must be continuous at a wall?

2. The stack is symmetric about x = 0, so H_y is either even or odd. In silicon, write H_y as a cosine with an unknown phase; each wall then fixes one phase.

3. For the count, follow both sides of the mode condition as the propagation constant rises from its oxide value to its silicon value.

4. Power flow along z is proportional to H_y²/ε, so three elementary integrals suffice.

5. For (d), solve for the electric field and let E_x be discontinuous by any amount. Require continuity of the tangential component E_z alone.

SOLUTION

(a) The wall condition

Let all fields vary as exp[i(βz − ωt)], with β = n_eff k0, k0 = 2π/λ = ω/c, and relative permittivity ε(x). Maxwell's curl equations are

curl H = −iωε0ε E,  curl E = iωμ0 H.

The x component of the first is −∂H_y/∂z = −iβH_y = −iωε0ε E_x. Its z component is ∂H_y/∂x = −iωε0ε E_z. With a prime for d/dx,

E_x = βH_y/(ωε0ε),  E_z = iH_y′/(ωε0ε).

The factor i puts E_z a quarter period out of phase with E_x. The y component of the second curl equation is iβE_x − E_z′ = iωμ0H_y. Inserting the two fields, multiplying by −iωε0 and using ω²ε0μ0 = k0² gives

β²H_y/ε − (H_y′/ε)′ = k0²H_y,

or

(H_y′/ε)′ + (k0² − β²/ε)H_y = 0.  (1)

The tangential fields H_y and E_z are continuous at a wall, so H_y and H_y′/ε are continuous. The first condition settles the question: the same H_y is divided by ε_o = n_o² on one side and by ε_s = n_s² on the other. Hence

E_x(oxide)/E_x(silicon) = ε_s/ε_o = 12.1104/2.0851 = 5.808.  (2)

Neither thickness nor β enters, so (2) holds at all four walls and for every TM mode with H_y ≠ 0 at the wall. It is equivalent to continuity of the normal displacement ε0εE_x. A TE mode has its electric field along y, tangential to the walls, and shows no such jump.

(b) The mode condition

A guided mode must decay in the outer oxide, which requires β > k0n_o. It also requires β < k0n_s. Otherwise k0² − β²/ε would be zero or negative in every layer, and (1) would make H_y′/ε non-decreasing wherever H_y is positive. A field that rises out of zero on the left could then never turn back to zero on the right. We may therefore define the real quantities

κ² = k0²ε_s − β²,  γ² = β² − k0²ε_o.

Let a = 25 nm be half the slot width and u = |x| − a the depth measured from the inner wall. The even solution is

slot: H_y = H0 cosh γx
slabs: H_y = H0 C cos(κu − φ)
outside: H_y ∝ exp[−γ(u − h)].

At the inner wall, continuity of H_y and of H_y′/ε gives

C cos φ = cosh γa,
(κ/ε_s) C sin φ = (γ/ε_o) sinh γa.

Dividing the second line by the first,

tan φ = r tanh γa,  r = ε_sγ/(ε_oκ).

At the outer wall we equate the ratio H_y′/(εH_y) on the two sides:

−(κ/ε_s) tan(κh − φ) = −γ/ε_o,

so tan(κh − φ) = r. Taking the inverse tangent,

κh = arctan r + arctan(r tanh γa) + mπ,  m = 0, 1, 2, …  (3)

Negative m is excluded because the two arctangents add up to less than π, while κh is positive.

For m = 0, raising β lowers the left side of (3) and raises the right side. At β = k0n_o we have γ = 0, so the right side vanishes and the left side is larger. As β approaches k0n_s, κ tends to zero and r to infinity; the left side vanishes while the right side tends to π. There is therefore one crossing, whatever the thicknesses. In this symmetric stack the fundamental TM mode has no cut-off.

A second even mode would need κh > π. The largest available value is k0h(ε_s − ε_o)^½ = 2.31, so there is none. For odd modes sinh replaces cosh in the slot, and tanh γa in (3) becomes coth γa. Since coth γa > tanh γa, the right side is larger at each β and the crossing comes at a smaller β. The even mode thus has the largest effective index. A second odd mode would again need κh > π, so there is at most one. Variation 1 shows that this odd mode is guided, which makes two guided TM modes in all.

Equation (3) has no closed solution. A bracketing root finder applied between n_o and n_s gives

n_eff = 2.277.

The numbers behind it are

k0 = 4.0537 µm⁻¹, β = 9.2304 µm⁻¹
κ = 10.668 µm⁻¹, γ = 7.137 µm⁻¹
r = 5.808 × 7.137/10.668 = 3.886
tanh γa = 0.1766
arctan r = 1.3189, φ = arctan(3.886 × 0.1766) = 0.6013.

The two angles add up to 1.9202, and κh = 10.668 × 0.180 = 1.9202, as (3) requires.

Two limits show what the condition contains. When a → 0, the last arctangent vanishes and κh = arctan r, the condition for one slab of thickness 2h. When γa → ∞, tanh and coth both tend to 1 and κh = 2 arctan r, the condition for one isolated slab of thickness h. The even and odd modes then have equal β.

(c) Fields and power

The time-averaged power flow is S_z = ½Re(E_xH_y*) = βH_y²/(2ωε0ε), with H_y taken real. Integrated over x, the power per unit width is

P′ = βH0²I/(2ωε0),  I = ∫(H_y/H0)²/ε dx.  (4)

In the slot, cosh² γx = ½(1 + cosh 2γx), so

I_slot = [a + sinh(2γa)/(2γ)]/ε_o = 24.2 nm.

In each slab, cos² = ½(1 + cosine of twice the angle). The angle runs from −φ to κh − φ = ψ, where ψ = arctan r. For the two slabs together,

I_slabs = (2C²/ε_s)[h/2 + (sin 2ψ + sin 2φ)/(4κ)] = 30.9 nm,

with C = cosh γa/cos φ = 1.232. Outside, the field starts from H0C cos ψ, and each tail of exp(−2γu) integrates to 1/(2γ):

I_clad = C² cos²ψ/(γε_o) = 6.3 nm.

The sum is I = 61.45 nm. The slot carries 39 % of the power, the slabs 50 % and the outer oxide 10 %. The slot occupies 50 nm of the 410 nm between the outermost walls.

To obtain absolute fields, use ωε0 = k0/Z0 with the vacuum impedance Z0 = 376.73 Ω, which gives 1.076 × 10⁴ S/m. For P′ = 1 mW/µm = 1000 W/m, equation (4) yields

H0² = 2 × 1.076 × 10⁴ × 1000/(9.2304 × 10⁶ × 61.45 × 10⁻⁹) A²/m²,
H0 = 6.16 × 10³ A/m.

Then E_x = βH_y/(ωε0ε) gives these amplitudes:

slot centre: 2.534 V/µm
slot wall, oxide side: 2.575 V/µm
slot wall, silicon side: 0.443 V/µm
largest value in silicon: 0.538 V/µm.

The second and third values are in the ratio 5.81.

Three contrasts should be kept apart.

First, the field is nearly uniform across the slot: centre over wall is 1/cosh γa = 0.984. This holds because the slot is much narrower than 2/γ = 280 nm.

Second, E_x in silicon is not largest at the slot wall. The cosine peaks at u = φ/κ = 56 nm, so E_x on the oxide side of the slot wall is (ε_s/ε_o) cos φ = 4.79 times its largest value in silicon, not 5.81 times. This concerns E_x alone: the total field |E| in silicon is largest at the outer wall, where E_z dominates.

Third, the magnitude |E| jumps by less than E_x, because E_z is continuous. On the oxide side

q = |E_z/E_x| = H_y′/(βH_y) = (γ/β) tanh γa = 0.1365.

Taking |E|² = |E_x|² + |E_z|² and writing J = ε_s/ε_o,

|E|(oxide)/|E|(silicon) = [(1 + q²)/(1/J² + q²)]^½ = [1.0186/0.0483]^½ = 4.59.

The factor 5.8 thus belongs to the normal component, taken at the wall.

(d) The jump without assuming it

A solution built on H_y and the formula for E_x has the jump built in. A calculation for the electric field does not. Eliminating H from Maxwell's equations gives curl curl E = k²εE. Write E_z = ie_z, so that the y component of curl E is i(βE_x − e_z′). Multiply by a trial field (F_x, if_z), conjugated, and integrate by parts. With e_z and f_z zero on distant conducting walls, the boundary terms vanish:

∫(βF_x − f_z′)(βE_x − e_z′)dx = k²∫ε(F_xE_x + f_ze_z)dx.  (5)

This must hold for every trial field. It contains no derivative of E_x, so E_x may be discontinuous. The continuity of H_y ∝ βE_x − e_z′ is not imposed either; it has to come out of the solution.

Equation (5) was solved by finite elements. In each element E_x is linear and unconnected to its neighbours, while e_z is quadratic and continuous. The slot has 20 elements, each slab 72, and each outer region 80, the last reaching 1200 nm beyond the slabs. With β fixed at the unrounded root of (3), which is 9.2304 µm⁻¹ to five figures, the matrix problem yields k² as its eigenvalue. Solutions with k = 0, for which E_x = e_z′/β and the curl vanishes, are not waves and are discarded.

The lowest remaining k equals k0 to eight decimal places, so the mode found in (b) is indeed the lowest TM wave at this β. The ratio of the two E_x values meeting at a wall is 5.8075 at the slot wall and 5.8075 at the outer wall, against 5.8080 from (2).

Repeating the calculation for a 100 nm slot between 220 nm slabs, with the same number of elements, changes the effective index to 2.332. The slot-wall jump is 5.8068. The ratio is thus unaffected by the change of geometry to within 0.02 %. The larger deviation goes with larger elements, as a discretization error would, though the mesh was not refined to confirm this.

(e) The model beside a real guide

The parameters resemble a horizontal slot guide made of silicon and silica for the 1550 nm band. The assumption that moves the effective index most, among those estimated here, is infinite width. For a strip 500 nm wide, the effective-index method treats the lateral direction as a slab with core index 2.277 and oxide on both sides. Since E_x is parallel to the side walls, the lateral condition has no permittivity ratio:

Kw/2 = arctan(G/K),
K² = k0²(2.277² − n²),  G² = k0²(n² − n_o²).

For w = 500 nm its root is n = 2.06, about 10 % below the slab value. This is an approximation: a full two-dimensional solution for the same strip gives about 2.03, so the estimate is too high by about 0.03. The wall condition (2) is local and still holds on the flat slot walls away from the corners.

Fabrication errors come next. Solving (3) again with the slot 5 nm wider, all else fixed, shifts n_eff by −0.025. Making both slabs 5 nm thicker instead shifts it by +0.031. Heating the silicon by 50 K, with a rough thermo-optic coefficient of 1.8 × 10⁻⁴ K⁻¹, adds 0.005.

Real walls are not perfectly abrupt. If ε changes smoothly over 1 nm, E_x changes steeply but continuously, and its ratio across the layer is 5.8 corrected by the change of H_y within it. On the silicon side of a slot wall H_y′/H_y = κ tan φ = 7.3 µm⁻¹, so H_y changes by at most about 0.7 % over that nanometre. At an outer wall the slope is steeper, |H_y′/H_y| = κ tan ψ = κr = 41 µm⁻¹, and the change is at most about 4 %.

The remaining effects are smaller:

• A silicon substrate below 2 µm of oxide would draw power out of the mode. The tail makes the trip down and back with a factor exp(−2γd) = 4 × 10⁻¹³. This sets the scale of the leakage but omits its prefactor; for the slab the imaginary part of n_eff is about 3 × 10⁻¹⁴. For the 500 nm strip, whose lower index of about 2.03 gives a longer tail, the factor is about 9 × 10⁻¹¹.

• At 1 mW/µm the peak power flow in silicon is ½ × 0.538 × 10⁶ × 1.232 × 6160 = 2.0 × 10⁹ W/m². A rough Kerr coefficient of 5 × 10⁻¹⁸ m²/W turns this into an index change of order 1 × 10⁻⁸. The local change follows |E|² rather than the power flow; it is about 7 × 10⁻⁹ where H_y peaks and at most 9 × 10⁻⁹, at the outer wall.

• The slot field of 2.6 V/µm is about 0.3 % of a rough oxide breakdown field of 1000 V/µm (10 MV/cm).

Scattering from rough walls and absorption in deposited silicon cause loss in real guides. They are not estimated here.

VARIATION 1: THE ODD MODE

Does the same stack guide an odd TM mode, and does a large wall jump then mean a large E_x in the slot?

With H_y ∝ sinh γx in the slot, the mode condition is

κh = arctan r + arctan(r coth γa).

At the lower end of the range, γ → 0, so r → 0 while r coth γa → ε_s/(ε_oκ0a), where κ0 = k0(ε_s − ε_o)^½ = 12.84 µm⁻¹. The right side still rises with β, because γ coth γa does. A root therefore exists if

κ0h > arctan[ε_s/(ε_oκ0a)].

Here the left side is 2.31 and the right side is arctan(18.1) = 1.52, so the mode is guided. Unlike the even mode, it has a cut-off. The root is n_eff = 1.533.

At this root κ = 12.66 µm⁻¹, γ = 2.086 µm⁻¹ and r coth γa = 18.36. The wall jump is again 5.81, since (2) applies to every TM mode. But tan φ = 18.36 gives cos φ = 0.0544, and E_x on the oxide side of the slot wall is only 5.81 × 0.0544 = 0.32 of its largest value in silicon. At the slot centre E_x is zero. The jump multiplies whatever E_x the silicon has at the wall, and in the odd mode that is small.

The slot is not free of field, however. E_z is proportional to H_y′/ε, which is even in x and continuous at the wall. There its amplitude is (κ/β) sin φ = 2.035 times the largest E_x in silicon, and it is nearly uniform across the slot. The slot field of the odd mode thus points mainly along z. It is large only beside E_x in silicon: at 1 mW/µm it is 0.48 V/µm, about a fifth of the even mode's slot field and half of this mode's own E_x just outside the outer walls (1.0 V/µm).

VARIATION 2: UNEQUAL SLABS

Let the upper slab have index 3.58 instead of 3.48, with all thicknesses fixed. This stands for an upper slab deposited separately, with an index that differs by a round 0.1. What happens to the mode and to the jumps?

The symmetry about x = 0 is lost, so (3) no longer applies. Instead, carry the two continuous quantities H = H_y and G = H_y′/ε through the stack. Across a layer of thickness d, with q² = k0²ε − β², the solution of (1) is

H(d) = H(0) cos qd + G(0)(ε/q) sin qd
G(d) = −H(0)(q/ε) sin qd + G(0) cos qd.

In the slot q is imaginary, and the cosine and sine become hyperbolic functions. Start at the lowest wall with the tail that decays downward, H = 1 and G = γ/ε_o. After the three layers the field must decay upward, which requires

G + γH/ε_o = 0.

The root near the former mode is n_eff = 2.304, higher by 0.027. That is comparable with the effect of making both slabs 5 nm thicker.

The jumps now differ. At both walls of the lower slab the factor is still 5.81. At both walls of the upper slab it is 3.58²/1.444² = 6.15. Each wall responds to its own pair of permittivities, while the effective index depends on the whole stack.
